\section*{Petermann Factor of Two Coupled Cavities with Balanced Gain and Loss}

\section{Problem}

Two optical cavities, each with one relevant mode, have the same resonance frequency and exchange light at the real coupling rate $\kappa$. Cavity 1 is pumped, and its field amplitude would grow at the net rate $g$ if it stood alone. The amplitude in cavity 2 would decay at the same rate $g$.

\begin{enumerate}
\item Find the Petermann factor $K$ of the coupled modes for $g=0.8\,\kappa$.
\item Find what $K$ says about the number of noise photons.
\item For two microrings near 1550 nm with $\kappa/2\pi=10$ GHz, find how sensitive $K$ is to imperfections.
\end{enumerate}

Let $|a_1|^2$ and $|a_2|^2$ be the photon numbers in the cavities, and let fields vary as $e^{-i\omega t}$. In the frame rotating at the common resonance frequency,
\begin{equation}
\frac{d\mathbf a}{dt}=-iH\mathbf a+\mathbf F(t),\qquad
H=\begin{pmatrix} ig&\kappa\\ \kappa&-ig\end{pmatrix}.
\label{eq:model}
\end{equation}
The sign is checked by setting $\kappa=0$: then $\dot a_1=-i(ig)a_1=ga_1$, which is gain. The noise $\mathbf F$ is white and uncorrelated between the cavities. The model is linear, so $g$ does not depend on the photon number.

Since $H$ is not Hermitian, its right eigenvectors, $H\mathbf r_\pm=\lambda_\pm\mathbf r_\pm$, need not be orthogonal. The left eigenvectors obey $\mathbf l_\pm^\dagger H=\lambda_\pm\mathbf l_\pm^\dagger$. Evaluating $\mathbf l_+^\dagger H\mathbf r_-$ in two ways gives $(\lambda_+-\lambda_-)\,\mathbf l_+^\dagger\mathbf r_-=0$, so $\mathbf l_+$ is orthogonal to $\mathbf r_-$. The amplitude $c_+$ in the expansion $\mathbf a=c_+\mathbf r_++c_-\mathbf r_-$ is therefore
\begin{equation}
c_+=\frac{\mathbf l_+^\dagger\mathbf a}{\mathbf l_+^\dagger\mathbf r_+}.
\end{equation}
If both cavities receive noise of strength $D$, then $c_+$ is driven with strength $D\,\mathbf l_+^\dagger\mathbf l_+/|\mathbf l_+^\dagger\mathbf r_+|^2$. The photon number of the mode is $|c_+|^2\,\mathbf r_+^\dagger\mathbf r_+$, so it is fed at the rate $KD$ with
\begin{equation}
K=\frac{(\mathbf l_+^\dagger\mathbf l_+)(\mathbf r_+^\dagger\mathbf r_+)}{|\mathbf l_+^\dagger\mathbf r_+|^2}.
\label{eq:def}
\end{equation}
For orthogonal modes $\mathbf l_+\propto\mathbf r_+$ and $K=1$.

\section{First estimate by scaling}

For $g\ll\kappa$ the modes are nearly the even and odd combinations $\mathbf s=(1,1)/\sqrt2$ and $\mathbf u=(1,-1)/\sqrt2$, with eigenvalues $+\kappa$ and $-\kappa$. The gain and loss term $V=ig\,\mathrm{diag}(1,-1)$ turns one into the other: $V\mathbf s=ig\,\mathbf u$ and $V\mathbf u=ig\,\mathbf s$. First-order perturbation theory divides these couplings by the eigenvalue differences $\pm2\kappa$:
\begin{equation}
\mathbf r_+\approx\mathbf s+\frac{ig}{2\kappa}\mathbf u,\qquad
\mathbf r_-\approx\mathbf u-\frac{ig}{2\kappa}\mathbf s .
\end{equation}
Their overlap is
\begin{equation}
\mathbf r_+^\dagger\mathbf r_-\approx-\frac{ig}{2\kappa}+\left(\frac{ig}{2\kappa}\right)^{*}=-\frac{ig}{\kappa}.
\end{equation}
For a Hermitian perturbation the two terms would cancel. Here they add, and the modes lean towards each other by an amount $g/\kappa$.

The overlap fixes $K$. Take unit vectors and write $\sigma=|\mathbf r_+^\dagger\mathbf r_-|$. In two dimensions $\mathbf r_-$ and $\mathbf l_+$ form an orthonormal basis, so the squared components of $\mathbf r_+$ add to one: $\sigma^2+|\mathbf l_+^\dagger\mathbf r_+|^2=1$. Hence
\begin{equation}
K=\frac{1}{1-\sigma^2}=1+\sigma^2+\dots
\label{eq:overlap}
\end{equation}
Since $\sigma$ is known only to first order in $g/\kappa$, the terms beyond $\sigma^2$ are not yet under control. The consistent estimate is
\begin{equation}
K\approx1+\left(\frac g\kappa\right)^2=1+0.64=1.64 .
\end{equation}
The small parameter is 0.8, so this gives the trend and the order of magnitude, and little more.

\section{Exact solution}

\subsection{Eigenvalues and eigenvectors}

Squaring the matrix gives
\begin{equation}
H^2=\begin{pmatrix}-g^2+\kappa^2& ig\kappa-i\kappa g\\ \kappa ig-ig\kappa&\kappa^2-g^2\end{pmatrix}=(\kappa^2-g^2)\,\mathbf 1 .
\end{equation}
The eigenvalues are therefore $\lambda_\pm=\pm\Omega$ with
\begin{equation}
\Omega=\sqrt{\kappa^2-g^2}=0.6\,\kappa .
\end{equation}
They are real for $g<\kappa$. Light passes between the cavities fast enough for gain and loss to balance, and neither mode grows or decays.

Set the first entry of $\mathbf r_\pm$ to 1 and call the second $y_\pm$. The first row of the eigenvalue equation, $ig+\kappa y_\pm=\lambda_\pm$, gives
\begin{equation}
y_\pm=\frac{\pm\Omega-ig}{\kappa},\qquad
|y_\pm|^2=\frac{\Omega^2+g^2}{\kappa^2}=1 .
\end{equation}
Both modes hold equal photon numbers in the two cavities, so $\mathbf r_\pm^\dagger\mathbf r_\pm=2$. For the upper mode $y_+=0.6-0.8i$.

Because $H$ is symmetric, transposing $H\mathbf r=\lambda\mathbf r$ gives $\mathbf r^TH=\lambda\mathbf r^T$. Hence $\mathbf l^\dagger=\mathbf r^T$, that is $\mathbf l=\mathbf r^*$, and $\mathbf l^\dagger\mathbf l=2$ as well.

\subsection{The Petermann factor}

The denominator of \eqref{eq:def} needs
\begin{align}
\mathbf l_+^\dagger\mathbf r_+=\mathbf r_+^T\mathbf r_+
&=1+\frac{(\Omega-ig)^2}{\kappa^2}
=\frac{\kappa^2-g^2+\Omega^2-2ig\Omega}{\kappa^2}\nonumber\\
&=\frac{2\Omega^2-2ig\Omega}{\kappa^2}
=\frac{2\Omega(\Omega-ig)}{\kappa^2},
\end{align}
where $\kappa^2-g^2=\Omega^2$ was used. Since $|\Omega-ig|=\kappa$, the squared modulus is $4\Omega^2/\kappa^2$, and
\begin{equation}
K=\frac{2\cdot2}{4\Omega^2/\kappa^2}=\frac{\kappa^2}{\Omega^2}=\frac{1}{1-(g/\kappa)^2}.
\label{eq:K}
\end{equation}
Replacing $\Omega$ by $-\Omega$ changes nothing, so both modes have the same $K$. In numbers, $\mathbf r_+^T\mathbf r_+=0.72-0.96i$, whose squared modulus is 1.44, and
\begin{equation}
K=\frac{4}{1.44}=\frac1{0.36}=2.78 .
\end{equation}

This value rests on $g$ being an amplitude rate. Energy rates are twice as large. If 0.8 were the ratio of the energy rate to $\kappa$, then $g/\kappa$ would be 0.4 and $K$ would be 1.19.

\subsection{What the factor does to noise photons}

Let spontaneous emission feed $S$ photons per unit time into cavity 1, starting from empty cavities. Because $H^2=\Omega^2\mathbf 1$, the series for the propagator sums to
\begin{equation}
e^{-iHt}=\cos\Omega t-\frac{iH}{\Omega}\sin\Omega t .
\end{equation}
A unit amplitude placed in cavity 1 becomes, after a time $t$,
\begin{equation}
\left(\cos\Omega t+\frac g\Omega\sin\Omega t,\;-\frac{i\kappa}\Omega\sin\Omega t\right).
\end{equation}
Contributions emitted at different times have no fixed phase relation, so their photon numbers add:
\begin{equation}
N(T)=S\int_0^T\left[\cos^2\Omega t+\frac{2g}{\Omega}\sin\Omega t\cos\Omega t+\frac{g^2+\kappa^2}{\Omega^2}\sin^2\Omega t\right]dt .
\end{equation}
Over one beat, $T=\pi/\Omega$, the squared functions each integrate to $T/2$ and the cross term to zero:
\begin{equation}
N(T)=\frac{ST}{2}\,\frac{\Omega^2+g^2+\kappa^2}{\Omega^2}
=ST\,\frac{\kappa^2}{\Omega^2}=KST .
\label{eq:N}
\end{equation}
Feeding cavity 2 instead reverses the sign of $g$, which affects only the vanishing cross term. With the same feed $S$ and no gain or loss, the result would be $ST$. The factor $K$ is thus the ratio of noise photons gathered over whole beats at fixed feed. Each mode receives $SK/2$, because the two entries of $\mathbf l_\pm$ have equal modulus and a feed into one cavity counts half as much as equal feeds into both.

\section{Comparison of estimate and solution}

Expanding \eqref{eq:K} gives $K=1+(g/\kappa)^2+(g/\kappa)^4+\dots$. The estimate holds the first two terms. The rest sum to
\begin{equation}
\frac{(g/\kappa)^4}{1-(g/\kappa)^2}=\frac{0.4096}{0.36}=1.14,
\end{equation}
so the estimate is 41 percent below the exact value.

The geometry behind the estimate is sound. With $y_-=-y_+^*$, the exact overlap of the unnormalized modes is
\begin{equation}
\mathbf r_+^\dagger\mathbf r_-=1-\frac{(\Omega+ig)^2}{\kappa^2}
=\frac{\kappa^2-\Omega^2+g^2-2ig\Omega}{\kappa^2}
=\frac{2g(g-i\Omega)}{\kappa^2}.
\end{equation}
Its modulus is $2g/\kappa$, and division by the squared norm 2 gives $\sigma=g/\kappa$. The leading-order value $\sigma=g/\kappa$ has no higher-order corrections in this model, and the whole error came from cutting the series \eqref{eq:overlap}.

An estimate from the other end does better. Near $g=\kappa$, write $1-(g/\kappa)^2=(1-g/\kappa)(1+g/\kappa)$ and replace the second factor by 2:
\begin{equation}
K\approx\frac{1}{2(1-g/\kappa)}=\frac1{0.4}=2.5,
\end{equation}
which is 10 percent low. The overlap $\sigma=0.8$ is likewise closer to 1, its value where the two modes merge, than to 0, its value for orthogonal modes.

At $g=\kappa$ the modes coincide and $K$ diverges, but the noise does not. There $H^2=0$, so $e^{-iHt}=1-iHt$, and a feed into cavity 1 gives
\begin{equation}
N(t)=S\int_0^t\left[(1+\kappa t')^2+\kappa^2t'^2\right]dt'
=S\left(t+\kappa t^2+\tfrac23\kappa^2t^3\right).
\end{equation}
This is finite at any finite time. The linear growth law has been replaced by a cubic one, and the beat over which \eqref{eq:N} averages has become infinitely long.

\section{Two microrings near 1550 nm}

\subsection{Rates and photon numbers}

With $\kappa/2\pi=10$ GHz and $g/2\pi=8$ GHz, $\Omega/2\pi=6$ GHz. The modes are split by 12 GHz, or 0.096 nm, and one beat lasts $1/(12\ \text{GHz})=83.3$ ps.

The smallest feed belongs to a fully inverted medium in a ring without passive loss. The photon number there would obey $\dot n=2g(n+1)$, where the 1 is spontaneous emission, so
\begin{equation}
S=2g=2\times2\pi\times8\ \text{ns}^{-1}=100.5\ \text{ns}^{-1}.
\end{equation}
Each mode receives $SK/2=139.6$ photons per ns. After one beat the two modes hold $2\times139.6\times0.0833=23.3$ noise photons, against 8.4 for orthogonal modes with the same feed. These counts are for one direction of circulation. The opposite direction forms an identical pair of modes with its own feed $S$, so at this resonance the rings hold twice as many, 46.5. Numerical integration of the equations for the field correlations, with this feed in either ring, confirms the ratio 2.78.

\subsection{Detuned rings}

If the ring frequencies differ by $\Delta$, the diagonal entries of $H$ become $\pm w$ with $w=\Delta/2+ig$, measured from the mean frequency. Now $H^2=\lambda^2\mathbf 1$ with $\lambda^2=\kappa^2+w^2$. The matrix $P=\tfrac12(\mathbf 1+H/\lambda)$ leaves $\mathbf r_+$ unchanged and removes $\mathbf r_-$, so $P=\mathbf r_+\mathbf l_+^\dagger/(\mathbf l_+^\dagger\mathbf r_+)$. Comparison with \eqref{eq:def} shows that $K=\mathrm{tr}\,P^\dagger P$. As $H$ has zero trace, the cross terms drop out:
\begin{equation}
K=\frac14\left(2+\frac{\mathrm{tr}\,H^\dagger H}{|\lambda|^2}\right)
=\frac12+\frac{|w|^2+\kappa^2}{2|\kappa^2+w^2|}.
\label{eq:det}
\end{equation}
For $\Delta=0$ and $g<\kappa$ this returns \eqref{eq:K}. A loss common to both rings adds a multiple of $\mathbf 1$ to $H$, which leaves the eigenvectors and $K$ unchanged.

If its effective index changes with temperature as the index of silicon does, a ring shifts by about $\nu(dn/dT)/n_g=193.4\ \text{THz}\times1.8\times10^{-4}\ \text{K}^{-1}/4=8.7$ GHz/K in magnitude. At fixed gain and loss rates, a mismatch of 0.1 K lowers $K$ to 2.73, and one of 1 K lowers it to 1.53. The modes also cease to be neutral: one of them grows, at $0.58$ GHz and $4.11$ GHz respectively (amplitude rates divided by $2\pi$). The noise in that mode then grows exponentially, and the linear model describes only the onset, before the gain saturates. A lower $K$ therefore does not mean fewer photons: \eqref{eq:N} and the equal shares $SK/2$ hold only for $\Delta=0$. In the linear model, with the feed in ring 1, the photon number after $T=83.3$ ps is $2.95\,ST$ at 0.1 K and $19.8\,ST$ at 1 K, against $2.78\,ST$ at resonance. At perfect balance the noise still grows, by \eqref{eq:N} in proportion to time over whole beats, so there too the model holds only until the gain saturates.

\subsection{The model beside real devices}

The parameters are rough values for hybrid rings, in which a III--V gain layer is bonded to silicon. The ring radius, taken as 10 $\mu$m, enters only the free spectral range. The lossy ring has a quality factor of about 12\,000, far below that of a good passive silicon ring. A bare silicon ring would therefore need added loss, whereas a ring that carries the III--V layer can get it from absorption in that layer. If pumping left the band gap unchanged, an unpumped layer would absorb at least as strongly as an equal layer can amplify. With passive loss added, the ring would then lose more than $g$, and its layer would have to be partly pumped to bring the total loss down to $g$. In practice pumping also narrows the gap, so near the band edge the unpumped absorption can be weaker than the gain, and the pumping needed depends on the wavelength. A partly pumped layer also emits noise photons of its own, which add to the feed but leave $K$ unchanged. The common resonance does not come by itself. In two otherwise equal rings the layers must differ by $2g$ in amplitude gain rate. With a carrier-induced shift roughly three times that difference, the rings are detuned by about 48 GHz, as much as a 5.5 K mismatch, and \eqref{eq:det} gives $K=1.01$. The rings must therefore be tuned into resonance, for example by a heater, and the sizes below are residual errors about that setting. Among them a temperature mismatch of 1 K changes $K$ the most, taking away 45 percent of it, while 0.1 K takes away only 2 percent. The other effects, each taken alone, are as follows.

\begin{itemize}
\item A ratio $g/\kappa$ that is 5 percent too high raises $K$ to 3.40, or by 22 percent, because \eqref{eq:K} is steep here.
\item A 5 percent drop of the net gain, with a carrier-induced frequency shift three times the change in amplitude gain rate, gives $K=2.48$.
\item Backscattering at 0.5 GHz in ring 1 splits that ring's frequency by $\pm0.5$ GHz and gives $K=2.76$.
\item Passive loss $g$ in the pumped ring doubles the gross gain required, and incomplete inversion adds a factor of about 1.5. Together they triple $S$ but leave $K$ unchanged.
\item The coupling rate is 0.8 percent of the free spectral range, so keeping one resonance per ring and per direction is reasonable for $K$. Other resonances within the gain band gather noise of their own, which is not counted here. Thermal photons, about $4\times10^{-14}$ per mode at 300 K, are negligible.
\end{itemize}

The value 2.78 is not by itself a laser linewidth enhancement. At perfect balance both modes are neutral, and a linewidth requires that one of them be selected. It then also depends on gain saturation and on the coupling of amplitude to phase, which \eqref{eq:model} leaves out. The full set of values is in the numerical output below.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical values)
wavelength = 1550 nm
optical frequency = 193.4 THz
coupling rate kappa/2pi = 10.0 GHz
amplitude gain and loss rate g/2pi = 8.0 GHz
group index = 4.0, radius = 10 um
thermo-optic coefficient = 1.8e-04 per K
RESULTS
ratio g/kappa = 0.80
eigenfrequency offset Omega/2pi = 6.00 GHz
upper mode, second entry = 0.60-0.80j
r^T r = 0.72-0.96j, squared modulus = 1.44
r^dagger r = 2.00
overlap of unit supermodes = 0.80
Petermann factor K = 2.778
K if 0.8 is the energy-rate ratio = 1.19
mode splitting = 12.0 GHz = 0.096 nm
Q of the lossy ring = 12088
beat time pi/Omega = 83.3 ps
least photon feed S = 2g = 100.5 per ns
noise rate per mode S K/2 = 139.6 per ns
noise photons after one beat = 23.3
same with orthogonal modes = 8.38
NEGLECTED EFFECTS
thermal shift of a ring = 8.70 GHz/K
mismatch 0.1 K: K = 2.73, largest modal gain/2pi = 0.58 GHz
mismatch 1.0 K: K = 1.53, largest modal gain/2pi = 4.11 GHz
g/kappa 5 percent higher: K = 3.40
linewidth enhancement factor alpha = 3.0
gain 5 percent lower, with index shift: K = 2.48
backscattering 0.5 GHz in ring 1: K = 2.76
inversion factor = 1.5
feed S rises by passive loss and inversion: x 3.0
free spectral range = 1193 GHz
kappa/2pi over free spectral range = 0.0084
thermal photons at 300 K = 3.7e-14
\end{verbatim}
